Path-integral Monte Carlo for a quantum paraelectric: extrapolating slices and lattice size

A path-integral calculation of the permittivity of a quantum paraelectric needs two choices before it starts: the number P of imaginary-time slices and the edge L of the periodic lattice. In the example treated below, L = 3 with P = 16 gives a relative permittivity of about 1080, and L = 5 with P = 12 gives about 1290. The extrapolated value is about 1210. Too few slices make this model too soft, and too small a lattice makes it too stiff. The two errors can cancel, so a plausible single run proves little. One has to know how each error scales and remove both.

**One site, two slices**

Take one harmonic coordinate u with energy p²/2m + Ku²/2. Write β = 1/kT and c = ħ²/m. The Boltzmann operator is a product of P factors with ε = β/P, and each factor is approximated by

e^(−εH) ≈ e^(−εV/2) e^(−εT) e^(−εV/2).

With p = ħk the kinetic energy is ck²/2. The Gaussian integral over k gives e^(−εT) a position kernel proportional to exp[−(u−u′)²/(2cε)]. The trace then becomes an integral over a closed chain u₁,…,u_P with weight e^(−S),

S = Σ_k (u_{k+1}−u_k)²/(2cε) + ε Σ_k V(u_k).

For P = 2 both links join the same two points. In terms of s = (u₁+u₂)/√2 and d = (u₁−u₂)/√2, the two links contribute 2·(2d²)/(2cε) = 2d²/(cε), so

S = ½ εK s² + ½ [4/(cε) + εK] d².

Each variance is the inverse of its bracket, and ⟨u²⟩ = ½(⟨s²⟩+⟨d²⟩). Inserting ε = β/2,

⟨u²⟩₂ = 1/(βK) + cβ/(16 + cβ²K).

The first term is classical and the second is the quantum spread that two slices can hold.

For general P, the Fourier modes of the chain give

⟨u²⟩_P = (1/P) Σ_n 1/[2(1−cos θ_n)/(cε) + εK], θ_n = 2πn/P.

Set w = √(cK), the mode energy, x = εw, and cosh λ = 1 + x²/2. The sum is then cε f₀, where f_k solves the periodic equation 2cosh λ f_k − f_{k+1} − f_{k−1} = δ_{k0}. Its solution for 0 ≤ k ≤ P is cosh[λ(P/2−k)] / [2 sinh λ sinh(λP/2)], as substitution shows. At k = 0,

⟨u²⟩_P = cε coth(λP/2)/(2 sinh λ), with sinh λ = x√(1+x²/4).

Two limits show the slicing error. At low temperature coth → 1 and

⟨u²⟩_P = (c/2w)(1 − x²/8 + 3x⁴/128 − …).

At high temperature, expansion in small λP gives

⟨u²⟩_P = 1/(βK) + (cβ/12)(1 − 1/P²) + …,

which for P = 2 reproduces the cβ/16 found by hand. In both limits too few slices remove quantum spread, with an error proportional to 1/P².

**How the error reaches the susceptibility**

Let a field E add −Eu to the energy. For the harmonic site the response is 1/K for every P, because the sum of all slices never feels the kinetic links. The slicing error needs anharmonicity. With V = κ0u²/2 + gu⁴/4 the restoring force contains gu³. For Gaussian fluctuations ⟨u³·u⟩ = 3⟨u²⟩², so the best linear replacement is gu³ → 3g⟨u²⟩u. This is self-consistent phonon theory:

κ = κ0 + 3g⟨u²⟩.

Missing quantum spread lowers κ and raises χ = 1/κ.

The even power of ε holds beyond this approximation. The symmetric factor F(ε) obeys F(ε)F(−ε) = 1, so its logarithm is odd in ε, and formally

F(ε)^P = exp[−β(H + ε²H₂ + …)].

The susceptibility therefore has an expansion in 1/P², provided the potential is smooth and ε is small enough for the leading terms to dominate.

A single anharmonic site shows this without sampling. Take T = 40 K, c = 1.393×10⁻⁴ eV Å², κ0 = −0.5 eV/Å² and g = 60 eV/Å⁴. Diagonalization in 40 oscillator states gives χ = 1.5189 Å²/eV. The sliced value, obtained from the kernel as a matrix on 201 grid points, is 1.5597 for P = 8, 1.5298 for P = 16 and 1.5217 for P = 32. The errors are 0.0408, 0.0109 and 0.0028, falling by nearly four at each doubling. Eliminating the 1/P² term from the last two values gives (4×1.52166 − 1.52977)/3 = 1.5190.

**The lattice model**

Place one scalar mode on each of N = L³ sites of a periodic cubic lattice:

H = Σ_i [p_i²/2m + κ0u_i²/2 + gu_i⁴/4] + (J/2) Σ_bonds (u_i−u_j)².

Here g and J are positive and κ0 is negative, so the classical energy minimum is polar. With U = Σ_i u_i and field energy −EU, define χ = (1/N) ∂⟨U⟩/∂E at E = 0, which equals (1/βN) ∂² ln Z/∂E². The sliced weight contains exp(εE Σ_k U_k), and ⟨U⟩ = 0 at zero field, so

χ_P = (ε²/βN) ⟨(Σ_k U_k)²⟩ = ε⟨z²⟩, z = Σ_{ik} u_{ik}/√(NP).

The last step uses (Σ_k U_k)² = NPz² and εP = β.

**Sampling**

Stiff and soft modes move on very different scales, which slows local updates. Split S into a Gaussian part and a remainder R, using a reference stiffness κr > 0. In Fourier space the Gaussian part is ½ Σ A|u(q,n)|² with

A(q,n) = 2(1−cos θ_n)/(cε) + ε[κr + 2J Σ_a (1−cos q_a)],

since each difference of neighbours contributes |e^(iq)−1|² = 2(1−cos q). The remainder is local:

R = ε Σ_{ik} [gu⁴/4 + (κ0−κr)u²/2].

Introduce fictitious velocities v with momentum Av and energy ½vAv + ½uAu + R. With f = ∂R/∂u, the equations of motion are

u̇ = v, v̇ = −u − A⁻¹f.

Without f every mode rotates at unit frequency, whatever its stiffness. One update runs as follows.

1. Draw v from a Gaussian of covariance A⁻¹, by filtering white noise with A^(−1/2) in Fourier space.
2. Three times over: kick v → v − (h/2)A⁻¹f; rotate u → u cos h + v sin h and v → v cos h − u sin h; recompute f and kick again. Take h = π/6.
3. Accept the final u with probability min(1, e^(−Δ)), where Δ is the change of total fictitious energy. Otherwise keep the old u.
4. Record the estimators.

The total angle is π/2, so for f = 0 the new u is the freshly drawn v and no memory remains. The moves are reversible and preserve volume, so step 3 removes the bias of the finite h. A rotation conserves the Gaussian energy. A half kick from v to v′ changes it by ½(v′−v)A(v′+v) = −(h/4) f·(v+v′). Hence Δ is the sum of these terms plus the change of R. A suitable κr is the solution of the phonon equation at the same P and L.

**Three estimators of one quantity**

The direct estimator X₀ = εz² fluctuates by more than its own mean. Integration by parts supplies better ones. Let

r = Σ_{ik} [gu³ + (κ0−κr)u]/√(NP).

Then ∂S/∂z = εκr z + εr. From ⟨z ∂S/∂z⟩ = 1 follows εκr⟨z²⟩ + ε⟨zr⟩ = 1, so χ is also the mean of

X₁ = (1 − εzr)/κr.

Next use ⟨∂r/∂z⟩ = ⟨r ∂S/∂z⟩. The left side is ⟨3gu²+κ0−κr⟩ and the right side is εκr⟨zr⟩ + ε⟨r²⟩. Solving for ε⟨zr⟩ and inserting it in X₁ gives

X₂ = 1/κr − (κ0+3gu²−κr)/κr² + εr²/κr²,

where u² now denotes the average over sites and slices. Any combination with weights summing to one has mean χ. Minimizing its variance under that constraint gives weights proportional to M⁻¹(1,1,1), with M the 3×3 covariance matrix. Estimating M from the same samples adds a bias of order one over their number. For L = 6 and P = 16 the direct estimator gives 5.37 ± 0.17 Å²/eV and the combination 5.449 ± 0.039 Å²/eV. The error is 4.3 times smaller, which is worth a factor of about 18 in samples.

Two coupled sites at the parameters used below provide a comparison with diagonalization. On a periodic ring of two sites both bonds join the same pair, so the coupling energy is J(u₁−u₂)². Diagonalization gives χ = 1.932 Å²/eV. Sampling at P = 12 and 24, followed by elimination of the 1/P² term, gives 1.939 ± 0.005, a difference of 1.4 standard errors.

**The size law**

In the phonon equation the lattice size enters through ⟨u²⟩. A sum over the wavevectors of a periodic lattice equals the infinite-lattice correlation function summed over all periodic images of the origin. Define

D(L) = ⟨u²⟩_L − ⟨u²⟩_∞ = Σ_{n≠0} G(nL).

At long distance the static part of G dominates, because an imaginary-time frequency ω_n adds ω_n²/c to the stiffness and shortens the range. With J q² + κ as the long-wavelength stiffness, the static part is kT e^(−r/ξ)/(4πJr), where ξ = √(J/κ) and r is in cells. Six nearest images give

D(L) ≈ 6kT e^(−L/ξ)/(4πJL).

For the example at L = 8 this is 2.1×10⁻⁶ Å², against 2.7×10⁻⁶ Å² from the full sum. At L = 3 and 4 the six-image form is low by about a factor of two, so the fit below uses the full sum. Size errors are therefore exponentially small once L greatly exceeds ξ, and a power law in 1/L is the wrong form. Images add fluctuation, so small lattices are too stiff.

If D is evaluated at each lattice's own stiffness κ_L, the phonon equation gives, to first order,

κ_L − κ_∞ = 3gD − 3gσ(κ_L − κ_∞), σ = −d⟨u²⟩_∞/dκ > 0.

The shift is thus BD with B = 3g/(1+3gσ), smaller than 3g. This suggests the joint law

κ(P,L) = κ_∞ + A/P² + B D(L),

with all three coefficients fitted by least squares weighted with the inverse squared errors.

**Worked example**

The parameters are rough values in the regime of KTaO3: T = 40 K, cell edge a = 4 Å, mode mass 30 u, mode charge Z = 9, background permittivity 5, J = 0.4 eV/Å², and κ0 and g as above. The runs gave, in eV/Å²:

L = 3, P = 16: κ = 0.2136 ± 0.0007
L = 4, P = 16: κ = 0.1919 ± 0.0007
L = 6, P = 16: κ = 0.1835 ± 0.0013
L = 4, P = 12: κ = 0.1857 ± 0.0007
L = 5, P = 12: κ = 0.1789 ± 0.0012
L = 4, P = 24: κ = 0.1963 ± 0.0008

Errors come from the scatter of blocks of ten updates. Acceptance lay between 0.91 and 0.96. The fit gives

κ_∞ = 0.1896 ± 0.0011 eV/Å², A = −2.24 ± 0.19 eV/Å², B = 95 ± 3 eV/Å⁴,

with chi-square 1.1 for three degrees of freedom. Both signs are as derived, and B lies below 3g = 180 eV/Å⁴. Phonon theory accounts for only part of that reduction: with 3gσ ≈ 0.28 it gives B ≈ 141 eV/Å⁴, so B has to be fitted rather than taken from the formula.

The run L = 4, P = 16 lies close to κ_∞ by cancellation: slicing contributes −2.24/256 = −0.009 and the images about 95×1.2×10⁻⁴ = +0.011. For L = 8 and P = 24, which were not fitted, the law predicts

0.1896 − 2.24/576 + 95×2.7×10⁻⁶ = 0.186 eV/Å².

The simulation gave 0.186 ± 0.003.

The range of P can be judged from the stiffest mode, K = κ+12J ≈ 5.0 eV/Å², with energy √(cK) ≈ 26 meV. At P = 12 this gives x ≈ 0.64. The leading term x²/8 is then 5% of that mode's zero-point ⟨u²⟩, and the next term is 0.4%. As a measure of systematic error, the same fit was applied to noise-free solutions of the phonon equation at the six pairs (L,P). It missed their known limit by −0.0002 eV/Å². With 1/L in place of D(L) it missed by −0.048 eV/Å², or 21% of that limit, and with 1/L³ by −0.006 eV/Å². The sampled data alone do not exclude 1/L³: it fits them with chi-square 3.5 and gives κ_∞ = 0.185 eV/Å², so the choice of D(L) rests on the derivation. Within the image-sum form, dropping L = 3 or adding a 1/P⁴ or D² term moves κ_∞ by about 0.001 eV/Å², as much as the statistical error.

The polarization, or dipole moment per volume, is ZeU/(Na³) and the force on a mode is Ze times the field, so

ε_r = 5 + Z²e²χ/(ε₀a³) = 5 + 229/0.1896 ≈ 1213 ± 7,

with κ in eV/Å² and the statistical error alone. Phonon theory in the same limits gives κ = 0.226 eV/Å² and ε_r ≈ 1020, which is 16% lower.

One slice is the classical lattice, and there the outcome changes in kind. Between L = 4 and L = 6 the mean squared uniform displacement keeps its size (ratio 1.01), with a root mean square of 0.065 Å at L = 6. This is the behaviour of a polar state. With P = 16 the ratio is 0.30, close to the (4/6)³ = 0.296 of independent regions. At 40 K, quantum motion keeps this model paraelectric on the sizes studied.

**What the number means for a real crystal**

KTaO3 stays paraelectric on cooling, and its permittivity at 40 K is of order a thousand. The model agrees because its parameters were placed in that range, so this is no prediction. The largest omissions are these.

- Long-range dipolar forces: a longitudinal wave costs a further Z²e²/(ε₀·5·a³) ≈ 46 eV/Å², some 240 times κ. Such waves fluctuate much less, though zero-point motion remains, and this also affects the transverse response. For a mode with three components, averaged over directions, up to a third of ⟨u²⟩ would be lost. At fixed transverse stiffness this lowers 3g⟨u²⟩ by at most 60×0.00406 ≈ 0.24 eV/Å². Keeping the longitudinal zero-point spread of about 0.00085 Å² gives 60×(0.00406−0.00085) ≈ 0.19 eV/Å², about equal to κ. The result can stand for a transverse response only if κ0 is raised to compensate.
- Two further mode components: with a quartic energy g(u·u)²/4 they add 2g⟨u²⟩ = 2×60×0.00406 ≈ 0.49 eV/Å², more than κ itself. At 40 K the parameter κ0 can be read as already containing this shift. Since ⟨u²⟩ changes with temperature, a constant κ0 cannot absorb it at all temperatures, and the scalar model should not be used to predict the temperature dependence of a three-component crystal.
- Strain: the example assumes none, but a film held by a substrate of different lattice spacing is strained. Let Y be an elastic modulus, Q an electrostrictive coefficient and p = Ze/a³. A strain η along the polarization adds the energy density −YQ(pu)²η and so changes κ0 by −2YQp²a³η. With rough values Y = 400 GPa and Q = 0.09 m⁴/C², a strain of 0.13% would cancel κ if ⟨u²⟩ stayed fixed. In fact ⟨u²⟩ grows as the mode softens and restores part of the stiffness, so the strain needed is larger.
- Free uniform strain: minimizing Yη²/2 − YQ(pu)²η over η lowers g for uniform displacements by 2YQ²p⁴a³ ≈ 67 eV/Å⁴, more than the assumed 60. The example therefore describes a clamped cell. A free one would need a larger g or a sixth-order term.
- Field: with the bare g and fixed fluctuations, the ratio of force to displacement departs from κ by 10% where gu² = 0.1κ, at u = 0.018 Å; the differential stiffness κ+3gu², which sets the small-signal permittivity under bias, has then risen by 30%. In phonon theory ⟨u²⟩ shrinks as the field stiffens the modes, which weakens the departure, so this is a cautious bound. It corresponds to about 0.04 MV/cm and 4 µC/cm².

The extrapolation itself has limits. Lower temperature needs P to grow in proportion to β, to hold ε fixed. Near a continuous transition ξ reaches L, and the exponential law gives way to critical scaling. With dipolar forces the uniform limit depends on direction and electrical boundary conditions, so D(L) would have to be rebuilt.
